Resistance of a circular orifice from the diffusive to the ballistic limit

An insulating screen of negligible thickness fills the plane z = 0 except for a circular hole of radius a. The same metal, of resistivity ρ and mean free path l, fills both half-spaces. Far above the screen the electrochemical potential energy of the electrons is +V/2, far below it is −V/2, measured from the Fermi energy μ. Electrons therefore flow downwards, and I > 0 denotes that current. The resistance is R = V/I.

Hartree atomic units are used (e = ħ = m = 1). The electrons are free, with a spherical Fermi surface of radius k_F, and V is small enough for linear response. Scattering is elastic and isotropic, the screen reflects specularly, and k_F a ≫ 1, so that diffraction at the hole is neglected. The control parameter is K = l/a.

**(a) Let r be the distance from the axis. Define ζ and τ by z = aζτ and r = a√((1+ζ²)(1−τ²)), with −∞ < ζ < ∞ and 0 ≤ τ ≤ 1. Where are the hole and the screen? Find the scale factors.**

At ζ = 0 we have z = 0 and r = a√(1−τ²) ≤ a, which is the hole. At τ = 0 we have z = 0 and r = a√(1+ζ²) ≥ a, which is the screen, with ζ > 0 on its upper face and ζ < 0 on its lower face. The derivatives are

∂r/∂ζ = aζ√(1−τ²)/√(1+ζ²),  ∂z/∂ζ = aτ,
∂r/∂τ = −aτ√(1+ζ²)/√(1−τ²),  ∂z/∂τ = aζ.

The two tangent vectors are orthogonal, because their product is −a²ζτ + a²τζ = 0. Their squared lengths are

h_ζ² = a²[ζ²(1−τ²) + τ²(1+ζ²)]/(1+ζ²) = a²(ζ²+τ²)/(1+ζ²),
h_τ² = a²[τ²(1+ζ²) + ζ²(1−τ²)]/(1−τ²) = a²(ζ²+τ²)/(1−τ²).

For the azimuth φ the scale factor is h_φ = r.

**(b) For l ≪ a the particle current density is j = −∇U/ρ, where U is the electrochemical potential energy. Find U, the resistance R_M, and the current density in the hole.**

In the steady state ∇·j = 0, so U obeys Laplace's equation. We try U = U(ζ). The current through a surface of constant ζ contains the combination

h_τ h_φ/h_ζ = √((1+ζ²)/(1−τ²)) · a√((1+ζ²)(1−τ²)) = a(1+ζ²).

It does not depend on τ, so Laplace's equation reduces to

d/dζ[(1+ζ²) dU/dζ] = 0,  U = A arctan ζ + B.

The far values ±V/2 at ζ → ±∞ give B = 0 and A = V/π:

U = (V/π) arctan ζ.

On the screen the normal direction is that of τ, and ∂U/∂τ = 0, so no current enters the insulator. All boundary conditions are met, and this is the solution.

The downward current through any surface of constant ζ is

I = (1/ρ)∫₀^{2π}dφ ∫₀¹dτ a(1+ζ²) dU/dζ = (2πa/ρ)(V/π) = 2aV/ρ.

Hence Maxwell's spreading resistance is

R_M = ρ/(2a).

It scales as 1/a because the current spreads over a region whose length is of order a and whose area is of order a². Half of the drop lies between ζ = −1 and ζ = 1, since arctan 1 = π/4. That is a spheroid of half-height a and radius √2 a.

In the hole h_ζ = aτ and τ = √(1−r²/a²), so that

j = V/(πρaτ) = V/(πρ√(a²−r²)) = I/(2πa√(a²−r²)),

where V/ρ = I/(2a) was used. The density diverges at the rim, but the total is finite: ∫₀^a 2πr j dr = (I/a)[−√(a²−r²)]₀^a = I.

Two numerical tests support this. The flux of the potential through the flat plane z = 0.7a gives R_M a/ρ = 0.5004. The integration stops at r = 1000a, and the missing flux accounts for the small excess: far out ∂U/∂z ≈ Vaz/(πr³), which leaves out 2az/r of the total 2a, or 0.07%. The second test uses no spheroidal coordinates. A surface element of the hole feeds a half-space, so the drop on one side is

V/2 = (ρ/2π)∫ j(r′) d²r′/|r−r′|

at every point of the hole. Solving this equation for j gives R_M a/ρ = 0.50000, and at the radius checked, r = 0.499a, the ratio of the computed j to the formula above is 1.00000.

**(c) Now let l ≫ a. Find the resistance R_S, first in terms of k_F and then in terms of ρl.**

No electron scatters near the hole. Those that cross it downwards come from a Fermi sea filled to μ + V/2, those that cross upwards from one filled to μ − V/2. The one-way flux of a filled Fermi sphere, with both spins, is

Φ = [2/(2π)³] ∫₀^{k_F}k³dk · 2π∫₀¹cos θ d(cos θ) = (1/4π³)(k_F⁴/4)π = k_F⁴/(16π²).

With k_F² = 2μ this is Φ = μ²/(4π²), so dΦ/dμ = μ/(2π²) = k_F²/(4π²). To first order in V

I = πa² V dΦ/dμ = V k_F²a²/(4π),  R_S = 4π/(k_F²a²).

Drude's resistivity is ρ = k_F/(nl), with n = k_F³/(3π²). For isotropic scattering the l in this formula is the mean free path itself. Thus ρl = 3π²/k_F², or 1/k_F² = ρl/(3π²), and

R_S = 4ρl/(3πa²).

This is the Sharvin resistance. Although l appears in it, the product ρl depends on k_F alone, so R_S does not change when the metal is made cleaner. It reflects the limited number of electrons that can pass through the hole per unit time.

**(d) Wexler's interpolation writes R = R_S + Γ(K)R_M, with Γ a slowly varying number of order one. Taken as the definition of Γ, this equation holds for any K. Relate Γ to the fate of electrons that have just crossed the hole.**

Label electrons by their total energy, so that the electric field bends paths in higher order of V only. Let g(x,n) be the local shift of the occupation for direction n, in units of V/2, so that g = +1 far above and g = −1 far below. Elastic scattering carries g along each path. Hence g(x,n) is the probability that an electron found at x with direction n came from far above, minus the probability that it came from far below.

Isotropic scattering and specular reflection are both reversible. Tracing back an electron that moves downwards through the hole is therefore the same as launching one upwards and following it forwards. Average over the crossing electrons: their positions are uniform in the hole, and their directions are weighted with cos θ because a flux is counted. The average of g for downward crossings is then

t = P(stays on the side it has entered) − P(returns to the other side).

By mirror symmetry the average for upward crossings is −t. In the ballistic case these averages are +1 and −1 and the current is V/R_S. In general

I = (V/R_S)[t − (−t)]/2 = tV/R_S,  R_S/R = t.

Since R_M/R_S = (ρ/2a)·3πa²/(4ρl) = 3π/(8K), the definition of Γ becomes

1/t = 1 + 3πΓ/(8K).

For K → 0 diffusion holds everywhere except within a few l of the rim of the hole, R → R_M, and R_S/R_M → 0. Therefore Γ(0) = 1.

**(e) Find Γ for K → ∞.**

To leading order an electron returns after one collision. Let it leave the point r of the hole in direction n and collide at x = r + sn. Near the hole, where s ≪ l, the probability of a collision in ds is ds/l. The new direction is random, so it points back into the hole with probability Ω(x)/(4π), where Ω is the solid angle of the hole seen from x. The return probability is

P₁ = ∫ d²r/(πa²) ∫ dΩ_n (cos θ/π) ∫ (ds/l) Ω(x)/(4π).

Replace dΩ_n ds by d³x/s². At fixed x, the factor cos θ d²r/s² is the solid angle of the element d²r seen from x, and its integral over the hole is Ω(x). So

P₁ = [1/(4π³a²l)] ∫_{z>0} Ω² d³x.

The integral converges, because Ω² falls off as |x|⁻⁴. The screen plays no part at this order: an electron that bounces off it moves away and needs another collision to return.

To evaluate the integral, write the solid angle as Ω = ∫_hole z d²r′/|x−r′|³. In the plane, the two-dimensional Fourier transform of 1/√(r²+z²) is (2π/q)e^{−qz}. Minus its z-derivative shows that the transform of z/(r²+z²)^{3/2} is 2πe^{−qz}. Let D(q) be the transform of the function that is 1 in the hole and 0 outside. By Parseval's theorem

∫Ω²d³x = ∫₀^∞dz ∫ d²q/(2π)² · 4π²e^{−2qz}|D|² = ∫ d²q |D|²/(2q).

The same theorem applied to W = ∫∫ d²r d²r′/|r−r′|, with both points in the hole, gives

W = ∫ d²q/(2π)² · (2π/q)|D|² = ∫ d²q |D|²/(2πq).

Hence ∫Ω²d³x = πW. W is found by growing a disc from radius 0 to a. In polar coordinates around a rim point of a disc of radius b, the integral of 1/distance over the disc is ∫_{−π/2}^{π/2} 2b cos ψ dψ = 4b. A new ring of area 2πb db pairs with the disc twice, as r and as r′, so

W = ∫₀^a 2·4b·2πb db = 16πa³/3,  ∫Ω²d³x = 16π²a³/3.

Direct numerical integration, with Ω computed from the rim of the hole, gives 52.637a³, against 52.638a³ from this formula.

It follows that P₁ = 4/(3πK). A returning electron changes its contribution to t from +1 to −1, so t ≈ 1 − 2P₁ and

1/t ≈ 1 + 8/(3πK).

Comparison with part (d) gives 3πΓ/8 = 8/(3π), that is

Γ(∞) = 64/(9π²) ≈ 0.7205.

What has been dropped can be estimated. First collisions have a density of order 1/(l|x|²), second ones of order 1/(l²|x|), and the chance to hit the hole from there is of order a²/|x|². Integrated over a < |x| < l, this gives (a/l)² ln(l/a). This raises the return probability, while the attenuation of the flights out and back lowers it by a term of the same order. Later collisions, at distances of order l, contribute (a/l)². The two logarithmic terms have opposite signs, so ln K/K is only an upper bound on the change of Γ. In fact they cancel. With the factor 1 − 2|x|/l and Ω ≈ πa² cos θ/|x|², the attenuation term is −(1/3)(a/l)² ln(l/a). The second-collision term, evaluated by expanding the mirrored density |cos θ|/|x|² in Legendre polynomials, sums numerically to +(1/3)(a/l)² ln(l/a). What remains changes Γ by order 1/K, which vanishes in the limit. The output also lists 9π²/128 ≈ 0.694 for comparison; it differs from the numerically integrated 0.7205 and is not the limit of the present model.

**(f) Compute Γ at intermediate K, and judge the plain sum R_S + R_M.**

Part (d) can be carried out by random flights. An electron starts at a uniform point of the hole with a cosine-weighted direction. Its free paths are distributed exponentially with mean l, every collision gives a random direction, and a path that meets the screen is reflected.

A flight cannot be followed for ever, so it is stopped beyond a large radius. There U is harmonic and has the form ±(V/2)(1 − C/|x|). The current through a far hemisphere fixes C:

I = 2π|x|²·(1/ρ)·(V/2)C/|x|² = πVC/ρ,
C = ρI/(πV) = ρt/(πR_S) = 3a²t/(4l).

With σ = +1 if the flight stops on the side it had entered and σ = −1 otherwise, t is the mean of σ(1 − C/|x|) at the stopping points. As C is proportional to t, this is a linear equation:

t = ⟨σ⟩/[1 + (3a²/4l)⟨σ/|x|⟩].

The results, with one standard error for Γ, are as follows. The last column is the error of R_S + R_M relative to the computed R.

K = 0.3: t = 0.214, Γ = 0.937 ± 0.008, +5.3%
K = 1: t = 0.502, Γ = 0.841 ± 0.004, +9.4%
K = 3: t = 0.766, Γ = 0.777 ± 0.004, +6.7%
K = 10: t = 0.919, Γ = 0.747 ± 0.006, +2.7%
K = 30: t = 0.973, Γ = 0.720 ± 0.007, +1.1%

At K = 1 a stopping radius of 10a, twice the one used in the list, gives t = 0.5021 ± 0.0025, in agreement with 0.5022 ± 0.0012.

Wexler's form thus passes in the sense in which it was stated: the two limits of Γ differ by 28% of Γ(0), the five computed values lie between them within their errors, and the computed values fall from near 1 towards the limit of part (e). The plain sum, Γ = 1, is an approximation. Its relative error is (1−Γ)R_M/R. This vanishes for small K because Γ → 1, and for large K because R_M/R → 0. Among the five values it is largest at K = 1, where the two resistances are comparable; they are equal at K = 3π/8 ≈ 1.18. Fixing Γ at 0.7205 is no cure for all K: at K = 1 it gives R/R_S = 1 + 0.849 = 1.849 instead of 1.991, which is 7% too low, and for K → 0 it is 28% too low.

**(g) Evaluate R for k_F = 0.7 bohr⁻¹ and a = l = 200 bohr.**

These are round model parameters with K = 1. The radius is 10.6 nm. With k_F a = 140, diffraction at the hole is a correction to R_S of relative order 1/(k_F a), below one per cent, and is neglected. The density is n = 0.7³/(3π²) = 0.01158 bohr⁻³, and

ρ = k_F/(nl) = 0.7/(0.01158 × 200) ≈ 0.302,  ρl = 60.43,
R_M = 0.3021/400 = 7.553 × 10⁻⁴ = 3.10 ohm,
R_S = 4 × 60.43/(3π × 200²) = 6.411 × 10⁻⁴ = 2.63 ohm.

The plain sum is 1.396 × 10⁻³, or 5.74 ohm. The transport solution gives

R = R_S/t = 6.411 × 10⁻⁴ × 1.9913 = 1.277 × 10⁻³ = 5.25 ohm,

with a statistical error of 0.01 ohm. The neglected diffraction is of order R_S/(k_F a) ≈ 0.02 ohm, so the last digit should not be taken literally for a real hole. The difference of 0.49 ohm is the 9.4% found in part (f).

If l is increased at fixed k_F and a, R_M falls as 1/l while R_S stays at 2.63 ohm, which no purification of the metal can remove. The numbers cease to apply when k_F a is of order one, when the screen is not thin compared with a, or when V drives the contact out of linear response. With a rough screen the values of Γ at intermediate K have to be computed anew. With anisotropic scattering the same holds for Γ(∞), because part (e) used the isotropic return probability Ω/(4π). The numerical output below lists the values used here.

Computed values

```
R_M a/rho, flux through plane z=0.7a: 0.5004
R_M a/rho, integral equation on hole: 0.50000
j(r) ring/formula at r/a=0.499: 1.00000
integral Omega^2 / a^3, numerical: 52.637
integral Omega^2 / a^3, 16 pi^2/3: 52.638
Gamma(inf) numerical: 0.7205
Gamma(inf) = 64/(9 pi^2): 0.7205
often quoted 9 pi^2/128: 0.6940
K, t, err t, Gamma, err Gamma, R/R_S, plain-sum error in %
  0.3 0.2138 0.0015 0.937 0.008 4.6783 +5.32
  1.0 0.5022 0.0012 0.841 0.004 1.9913 +9.38
  3.0 0.7662 0.0010 0.777 0.004 1.3052 +6.70
 10.0 0.9191 0.0006 0.747 0.006 1.0880 +2.74
 30.0 0.9725 0.0003 0.720 0.007 1.0283 +1.07
K=1, stopping radius 10a: t = 0.5021 +- 0.0025
k_F = 0.7 1/bohr, a = 200 bohr, l = 200 bohr
a = 10.58 nm, k_F a = 140
electron density = 0.01158 bohr^-3
rho = 0.30213 a.u., rho l = 60.426 a.u.
atomic unit of resistance = 4108.24 ohm
R_M = 7.5533e-04 a.u. = 3.103 ohm
R_S = 6.4114e-04 a.u. = 2.634 ohm
R_S from Fermi-sphere flux = 6.4114e-04 a.u.
plain sum R_S+R_M = 1.3965e-03 a.u. = 5.737 ohm
R with computed Gamma = 1.2767e-03 a.u. = 5.245 ohm
statistical error of R = 0.012 ohm
```
